\section*{Crank-Nicolson as a Cayley Form: Unitarity, Phase Error, Energy Zero}

\section{One level, three ways to take a step}

A single stationary state of energy $E$ has one amplitude $c(t)$. In Hartree atomic units, where $\hbar=1$, it obeys
\begin{equation}
 i\dot c=Ec,\qquad c(t+\Delta t)=e^{-ix}c(t),\qquad x=E\,\Delta t .
\end{equation}
The modulus stays fixed and the phase turns by $-x$. A numerical step can fail in either respect.

The naive step takes the derivative at the old time, $c'=(1-ix)c$, where the prime marks the new value. Its modulus obeys
\begin{equation}
 |c'|^2=(1-ix)(1+ix)|c|^2=(1+x^2)|c|^2 .
\end{equation}
The norm grows for every nonzero $x$. After $N=T/\Delta t$ steps, with $x$ and $Nx^4$ both small, the modulus has grown by $(1+x^2)^{N/2}\approx\exp(E^2T\Delta t/2)$. A smaller step slows this growth but does not remove it.

Taking the derivative at the new time gives $c'=c-ixc'$, hence $c'=c/(1+ix)$. Now $|c'|^2=|c|^2/(1+x^2)$, and the norm decays by the factor by which it grew before. This suggests half a step of the first kind followed by half a step of the second:
\begin{equation}
 c'=\frac{1-ix/2}{1+ix/2}\,c .
 \label{eq:scalar}
\end{equation}
Numerator and denominator are complex conjugates, so their moduli cancel and $|c'|=|c|$ for any real $x$. The same formula follows from averaging the derivative over both ends of the step, $i(c'-c)/\Delta t=E(c'+c)/2$. This is the Crank-Nicolson step.

The phase is not repaired to the same degree. Since $1\mp ix/2=\sqrt{1+x^2/4}\;e^{\mp i\arctan(x/2)}$, the ratio in \eqref{eq:scalar} is
\begin{equation}
 \frac{1-ix/2}{1+ix/2}=e^{-i\theta(x)},\qquad \theta(x)=2\arctan\frac x2 .
 \label{eq:theta}
\end{equation}
The required angle is $x$. At $x=1$ rad the step falls short by $0.073$ rad, although the norm is perfect.

\section{The same design for a Hamiltonian matrix}

Let $H$ be a static Hermitian matrix, for instance a Hamiltonian on a grid with Hermitian boundary conditions. Errors below are relative to exact evolution with this same matrix; the error of the grid is a separate matter. Averaging $H\psi$ over the ends of the step gives
\begin{equation}
 (1+iA)\psi'=(1-iA)\psi,\qquad A=\tfrac12H\Delta t,
 \label{eq:cn}
\end{equation}
or $\psi'=U\psi$ with the Cayley form $U=(1+iA)^{-1}(1-iA)$.

The inverse must exist. For any vector $v$,
\begin{align}
 \|(1+iA)v\|^2&=\|v\|^2+i\langle v,Av\rangle-i\langle Av,v\rangle+\|Av\|^2\nonumber\\
 &=\|v\|^2+\|Av\|^2 ,
\end{align}
because $\langle Av,v\rangle=\langle v,Av\rangle$ for Hermitian $A$. The result vanishes only for $v=0$, so \eqref{eq:cn} has a unique solution for every step size.

For unitarity, take the adjoint, which reverses the order of factors and changes the sign of $i$:
\begin{equation}
 U^\dagger U=(1+iA)(1-iA)^{-1}(1+iA)^{-1}(1-iA)=1 .
\end{equation}
All four factors are functions of one matrix and therefore commute, so each meets its inverse. For the same reason $UH=HU$, and
\begin{equation}
 \langle\psi',H\psi'\rangle=\langle\psi,U^\dagger HU\psi\rangle
 =\langle\psi,U^\dagger UH\psi\rangle=\langle\psi,H\psi\rangle .
\end{equation}
The argument holds with any function of $H$ in place of $H$. The whole energy distribution is conserved, not merely its mean. These are exact statements in exact arithmetic; a computer adds rounding and, if the linear system is solved iteratively, the error of that solution. For a random Hermitian $8\times8$ matrix with $|E\Delta t|$ as large as $10.1$, the norms of $U^\dagger U-1$ and $UH-HU$ are both below $10^{-14}$.

\subsection{What is computed in each step}

Writing $1-iA=2-(1+iA)$ in the Cayley form gives
\begin{equation}
 \psi'=\chi-\psi,\qquad (1+iA)\chi=2\psi ,
 \label{eq:onesolve}
\end{equation}
so no separate multiplication by $H$ is needed. For a particle of unit mass on a grid of spacing $h$, with $\psi=0$ beyond the ends, the three-point second derivative gives $H$ the diagonal $1/h^2+V_j$ and the neighbouring entries $-1/(2h^2)$. Equation \eqref{eq:onesolve} becomes
\begin{equation}
 -i\alpha\chi_{j-1}+b_j\chi_j-i\alpha\chi_{j+1}=2\psi_j,
\end{equation}
with $\alpha=\Delta t/(4h^2)$ and $b_j=1+\frac{i\Delta t}{2}(h^{-2}+V_j)$. Eliminating $\chi_{j-1}$ from row $j$, from the left end onwards, gives
\begin{align}
 \beta_1&=b_1, & \beta_j&=b_j+\alpha^2/\beta_{j-1},\nonumber\\
 r_1&=2\psi_1, & r_j&=2\psi_j+i\alpha\, r_{j-1}/\beta_{j-1}.
\end{align}
The plus sign in $\beta_j$ comes from $-(-i\alpha)^2=+\alpha^2$. Back substitution starts with $\chi_n=r_n/\beta_n$ and continues with $\chi_j=(r_j+i\alpha\chi_{j+1})/\beta_j$. No division by zero can occur: $\mathrm{Re}\,b_j=1$, and if $\mathrm{Re}\,\beta_{j-1}>0$ then $\mathrm{Re}(1/\beta_{j-1})>0$, so $\mathrm{Re}\,\beta_j\ge1$ by induction. The work per step is proportional to the number of grid points, and for static $H$ the $\beta_j$ are computed once.

\subsection{Where energy conservation stops}

If $H$ depends on time and is evaluated at midstep, each step is still the Cayley form of a Hermitian matrix, so the norm survives. But the matrix changes from step to step, and energy need not be conserved. Nor should it be, since a driving force does work.

An oscillator of unit mass and frequency with an added term $F(t)\hat x$ gives a definite comparison. With $\hat a=(\hat x+i\hat p)/\sqrt2$, the Heisenberg equation is $\dot{\hat a}=-i\hat a-iF/\sqrt2$. Multiplying by $e^{it}$ and integrating,
\begin{equation}
 \hat a(T)=e^{-iT}\Bigl[\hat a(0)-\frac{i}{\sqrt2}\int_0^TF(t)e^{it}dt\Bigr].
\end{equation}
From the ground state, where $\hat a(0)$ gives zero, the gain in oscillator energy is $\langle\hat a^\dagger\hat a\rangle=\frac12|\int_0^TFe^{it}dt|^2$. For $F=0.2\sin t$ and $T=10$ this is $0.4558$ hartree. That value belongs to the continuum oscillator, so here the comparison contains the error of the grid as well as that of the time step. The midstep scheme with $\Delta t=0.02$, on a grid of spacing $0.05$ bohr with the energy zero at the bottom of the well, gives $0.4555$ hartree, with a norm drift of $2\times10^{-13}$.

\section{What unitarity leaves wrong}

For static $H$, each eigenvector follows the one-level result \eqref{eq:theta}. Hence
\begin{equation}
 U=e^{-iH_{\rm eff}\Delta t},\qquad
 H_{\rm eff}=\frac{2}{\Delta t}\arctan\frac{H\Delta t}{2}.
\end{equation}
The scheme evolves the state exactly, but under another Hamiltonian. $H_{\rm eff}$ has the same eigenvectors as $H$, which is why energy is conserved, and different eigenvalues, which is why the timing is wrong. Constant norm and energy therefore say nothing about the accuracy of the phases.

Define the signed phase error per step as $\delta(x)=x-\theta(x)$. From $\theta'(t)=1/(1+t^2/4)$ and $\theta(0)=0$,
\begin{equation}
 \delta(x)=\int_0^x\Bigl[1-\frac1{1+t^2/4}\Bigr]dt
 =\int_0^x\frac{t^2/4}{1+t^2/4}\,dt .
 \label{eq:delta}
\end{equation}
For $x\ge0$ the integrand lies between $0$ and $t^2/4$, which gives a bound valid at any step size:
\begin{equation}
 0\le\delta(x)\le\frac{x^3}{12}.
\end{equation}
For $|x|<2$ the integrand can be expanded as $t^2/4-t^4/16+\cdots$, so that
\begin{equation}
 \delta(x)=\frac{x^3}{12}-\frac{x^5}{80}+\cdots .
 \label{eq:series}
\end{equation}
With $\hbar$ restored, the leading error per step is $(E\Delta t/\hbar)^3/12$. It is odd in $E$: a negative energy gives a negative $\delta$, and in both cases the numerical phase turns too little.

The cubic law is a small-angle law. At $x=0.5$ it gives $0.0104$ rad against a true $0.0100$ rad. At $x=2$ it gives $0.667$ rad against $0.429$ rad, and at $x=5$ it gives $10.4$ rad against $2.6$ rad. In the opposite limit, $x\to\infty$, $\theta$ tends to $\pi$ and the error grows as $x-\pi$. However fast a component should rotate, the scheme turns it by less than half a revolution per step. This is stable but inaccurate, and tolerable if such components carry negligible weight.

Over a fixed time $T$ there are $T/\Delta t$ steps, and the errors of one eigenstate add with the same sign:
\begin{equation}
 \frac{T}{\Delta t}\,\delta(E\Delta t)\approx\frac{E^3T\Delta t^2}{12}.
\end{equation}
The method is of second order in $\Delta t$. But the error contains $E$ itself, and the value of $E$ depends on where energy is counted from.

\section{The energy zero becomes a numerical parameter}

Subtracting a constant $s$ from $H$ changes exact evolution by a global phase alone, $e^{-i(H-s)T}=e^{isT}e^{-iHT}$. In the Cayley form, $\theta((E-s)\Delta t)$ is not a linear function of $s$. The change differs between levels and reaches the observables.

Take two levels with gap $D=E_1-E_0>0$ and mean energy $m=\frac12(E_0+E_1)-s$ measured from the chosen zero. Their shifted energies are $m\pm D/2$. To leading order the relative phase error per step is
\begin{align}
 \delta_1-\delta_0&\approx\frac{\Delta t^3}{12}\Bigl[\bigl(m+\tfrac D2\bigr)^3-\bigl(m-\tfrac D2\bigr)^3\Bigr]\nonumber\\
 &=\frac{\Delta t^3}{12}\Bigl[3m^2D+\frac{D^3}{4}\Bigr]
 =\Delta t^3\Bigl[\frac{m^2D}{4}+\frac{D^3}{48}\Bigr].
 \label{eq:relative}
\end{align}
The even powers of $D$ cancel in the difference. The first term is due to the energy zero and vanishes for $m=0$; the second remains. The zero at infinite separation, natural for describing a bound particle, can be a poor one for propagating it.

When $|m|\gg D$, the first term dominates. Dividing it by the exact relative phase per step, $D\Delta t$, gives a fractional error $m^2\Delta t^2/4$ that does not contain $D$. For a narrow group of levels far from the zero, all beats are thus slowed by nearly the same fraction, as if the clock ran slow. The motion can then keep its shape and still be late. This lasts only while the small differences between the fractions, each pair of levels having its own $m$, have not accumulated to a sizeable phase; after that the shape of the motion is distorted as well.

\subsection{The midpoint is best at any step size}

Equation \eqref{eq:relative} suggests $m=0$ for small steps. The full phase function shows that this choice is right for all of them. The numerical relative phase per step is
\begin{equation}
 \Theta(m)=\int_{(m-D/2)\Delta t}^{(m+D/2)\Delta t}\theta'(t)\,dt,
 \qquad \theta'(t)=\frac1{1+t^2/4}\le1 .
\end{equation}
Since $\theta'\le1$, with equality only at $t=0$, $\Theta$ is smaller than the exact value $D\Delta t$. Moreover
\begin{equation}
 \frac{d\Theta}{dm}=\Delta t\Bigl[\theta'\bigl((m+\tfrac D2)\Delta t\bigr)-\theta'\bigl((m-\tfrac D2)\Delta t\bigr)\Bigr].
\end{equation}
The function $\theta'$ is even and falls with $|t|$. For $m<0$ the upper limit is nearer to zero and the derivative is positive; for $m>0$ it is negative. So $\Theta$ is largest, and the shortfall $D\Delta t-\Theta$ smallest, at $m=0$. This counts the shortfall as a continuous angle. An observable sees the phase only modulo $2\pi$. For $D\Delta t\le\pi$ the shortfall of one step stays below $\pi$, and for that single step the distinction does not arise. For a very distant zero $\Theta\to0$, so the shortfall tends to $D\Delta t$. For $\pi<D\Delta t<2\pi$ this looks like an error of $2\pi-D\Delta t$, which drops below the midpoint shortfall $D\Delta t-4\arctan(D\Delta t/4)$ once $D\Delta t$ exceeds about $4.9$. Over $N$ steps the shortfall is $N$ times larger, so even with a small step a distant zero can accumulate a whole turn and appear better by accident at one particular time.

\section{A well whose bottom is not at zero}

Consider the potential $V(x)=-5+x^2/2$ hartree, with $x$ in bohr, for unit mass, on 359 grid points spaced by $0.05$ bohr. The two lowest levels of the matrix are $E_0=-4.50008$ and $E_1=-3.50039$ hartree, so $D=0.99969$ hartree and the midpoint is $-4.00023$ hartree. Their equal superposition is propagated with $\Delta t=0.05$ for $2000$ steps, to $T=100$ atomic units, or $2.42$ fs.

With the original zero, the lower level has $x=-4.50008\times0.05=-0.2250$ rad. The cubic law gives
\begin{equation}
 2000\times\frac{(-0.2250)^3}{12}=-1.90\ \mathrm{rad},
\end{equation}
and the propagated state shows $-1.88$ rad. For the upper level the two values are $-0.894$ and $-0.889$ rad. The relative phase error found is their difference, $-0.889-(-1.884)=0.995$ rad. From \eqref{eq:relative}, with $m=-4.00023$ hartree,
\begin{equation}
 2000\times(0.05)^3\Bigl[\frac{16.002\times0.99969}{4}+\frac{0.99907}{48}\Bigr]
 =0.25\times4.020=1.005\ \mathrm{rad}.
\end{equation}
The excess of about one per cent is the effect of the quintic term in \eqref{eq:series}, which has the opposite sign.

This error is visible in the motion. Each of the two states has zero mean position by symmetry, so only the cross term contributes:
\begin{equation}
 \langle x\rangle(T)=\langle0|x|1\rangle\cos\varphi,\qquad \langle0|x|1\rangle\approx\frac1{\sqrt2}\ \text{bohr},
\end{equation}
where $\varphi$ is the accumulated relative phase. Exact evolution with this matrix gives $\varphi=DT=99.97$ rad and $\langle x\rangle=0.598$ bohr; halving the grid spacing moves the latter to $0.607$ bohr, and the continuum value is $0.610$ bohr. Crank-Nicolson has reached only $99.969-0.995=98.974$ rad, close to a zero of the cosine, and gives $0.010$ bohr. The norm has meanwhile drifted by $10^{-13}$ and the energy by $5\times10^{-13}$ hartree. Neither number warns of the failure.

With the zero at the midpoint, the same step and the same number of solves give a relative phase error of $0.0052$ rad and $\langle x\rangle=0.596$ bohr. The error is smaller by a factor of $191$. The leading law predicts the ratio
\begin{equation}
 \frac{m^2D/4+D^3/48}{D^3/48}=1+\frac{12m^2}{D^2}\approx193,
\end{equation}
and the small difference again comes from the higher terms with the original zero.

If the absolute phase is wanted, the shifted result is multiplied by $e^{-isT}$. The norm of the difference from the exact state is then $0.0026$, against $1.30$ with the original zero. The first value can be read off: the two levels are wrong by $\pm0.0026$ rad, half the relative error each.

\subsection{Choosing the step}

Halving the step with the original zero reduces the error from $0.995$ to $0.251$ rad, a ratio of $3.97$, near the second-order value of $4$. To allow a relative phase error $\varepsilon$ over time $T$, multiply \eqref{eq:relative} by $T/\Delta t$ and solve for the step:
\begin{equation}
 \Delta t=\sqrt{\frac{\varepsilon}{T\,(m^2D/4+D^3/48)}} .
\end{equation}
For $\varepsilon=0.01$ rad the bracket is $4.020$ with the original zero and $0.0208$ with the midpoint zero, in atomic units. The steps are
\begin{equation}
 \sqrt{\frac{0.01}{402.0}}=0.0050,\qquad
 \sqrt{\frac{0.01}{2.08}}=0.069
\end{equation}
atomic units, which means $20\,051$ or $1443$ solves. Runs with these step counts gave errors of $0.0100$ rad in both cases. The shift costs one subtraction on the diagonal and saves a factor of about $14$ in work. The tolerance refers to the time step alone. The grid itself shifts $DT$ by $0.031$ rad from its continuum value of $100$ rad, so reaching $0.01$ rad for the continuum oscillator also needs a finer grid.

The optimum also holds outside the small-step regime. In a single step of $\Delta t=1$, a scan of trial zeros gives the least error, $0.020$ rad, at the midpoint. Two hartree away from it the error is $0.495$ rad. There the leading law would give about $4D/4+D^3/48\approx1.02$ rad, twice too much. One level then lies at $|E-s|\Delta t\approx2.5$, far from the small angles that the cubic term needs. The excess sets in well inside the range of the series: one hartree from the midpoint, where the largest angle is $1.5$, the leading law is already too large by a factor of $1.33$.

\section{Many levels}

A wave packet has weights $w_k$ on many eigenstates. After $N$ steps level $k$ carries the phase error $\alpha_k=N\delta((E_k-s)\Delta t)$. Apart from a global phase, the overlap of the exact and numerical states is $\sum_kw_ke^{i\alpha_k}$. With angle brackets for averages over $w_k$, and small $\alpha_k$,
\begin{align}
 \Bigl|\sum_kw_ke^{i\alpha_k}\Bigr|^2
 &\approx\bigl(1-\tfrac12\langle\alpha^2\rangle\bigr)^2+\langle\alpha\rangle^2\nonumber\\
 &\approx1-\bigl(\langle\alpha^2\rangle-\langle\alpha\rangle^2\bigr).
\end{align}
A phase error common to all levels drops out, as it must. Inserting the cubic law, the infidelity, one minus this squared overlap, is
\begin{equation}
 1-F\approx\Bigl(\frac{N\Delta t^3}{12}\Bigr)^2\mathrm{Var}\bigl[(E-s)^3\bigr].
 \label{eq:infidelity}
\end{equation}
This requires small $|E-s|\Delta t$ wherever the weight matters, and a small spread of the accumulated phase errors. Their mean need not be small: the factor $e^{i\langle\alpha\rangle}$ can be taken out of the sum before expanding, and it does not change the modulus.

The mean energy is a convenient zero, but not in general the best one. Let $y=E-\langle E\rangle$ and $u=\langle E\rangle-s$. Since $(y+u)^3=y^3+3uy^2+O(u^2)$,
\begin{equation}
 \frac{d}{du}\mathrm{Var}\bigl[(y+u)^3\bigr]_{u=0}
 =6\bigl(\langle y^5\rangle-\langle y^3\rangle\langle y^2\rangle\bigr).
\end{equation}
This vanishes for a distribution symmetric about its mean. If it is positive, as a tail towards high energy can make it, the variance falls for $u<0$, and a better zero lies above the mean.

The ground-state Gaussian of the same well, displaced by $1$ bohr, shows the effect. Its mean energy is $-4.000$ hartree. After $200$ steps of $0.02$ atomic units the infidelity is $1.39\times10^{-5}$ with the original zero and $1.49\times10^{-7}$ with the mean as zero. Minimizing the variance in \eqref{eq:infidelity} puts the zero at $-3.279$ hartree, above the mean, and the infidelity falls to $5.2\times10^{-8}$. In each case \eqref{eq:infidelity} agrees with the propagated state to better than one per cent. Most of the gain comes from moving the zero to the mean; the last adjustment yields a further factor of $2.9$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
random 8x8 H, dt=1: largest |E dt| = 10.098
  unitarity defect = 1.5e-15, commutator norm = 7.2e-15
Cayley phase series, z = E dt: z**5/80 - z**3/12 + z
E dt = 0.1 rad: phase error = 0.000083 rad, cubic law = 0.000083 rad
E dt = 0.5 rad: phase error = 0.010043 rad, cubic law = 0.010417 rad
E dt = 1.0 rad: phase error = 0.072705 rad, cubic law = 0.083333 rad
E dt = 2.0 rad: phase error = 0.429204 rad, cubic law = 0.666667 rad
E dt = 5.0 rad: phase error = 2.619420 rad, cubic law = 10.416667 rad
grid: 359 points, spacing 0.05 bohr; well bottom -5.0 hartree
E0 = -4.500078, E1 = -3.500391, gap = 0.999687 hartree
midpoint energy = -4.000234 hartree; top grid energy = 827.7 hartree
dt = 0.05 a.u., 2000 steps, T = 100.0 a.u. = 2.4189 fs
exact evolution: <x>(T) = 0.59817 bohr
original zero: norm drift 1e-13, energy drift 5e-13 hartree
  relative phase error = 0.994803 rad, leading law = 1.005008 rad
  <x>(T) = 0.00973 bohr, state error norm = 1.295570
  level 0: phase error = -1.88425 rad, cubic law = -1.89854 rad
  level 1: phase error = -0.88945 rad, cubic law = -0.89353 rad
midpoint zero: norm drift 1e-13, energy drift 5e-13 hartree
  relative phase error = 0.005203 rad, leading law = 0.005203 rad
  <x>(T) = 0.59620 bohr, state error norm = 0.002601
ratio of relative phase errors = 191.2
original zero, dt halved: relative phase error = 0.250609 rad, ratio 3.970
for 0.01 rad, original zero: dt = 0.00499 a.u., 20051 steps, error found 0.009998 rad
for 0.01 rad, midpoint zero: dt = 0.06931 a.u., 1443 steps, error found 0.009994 rad
one step dt = 1 a.u.: least relative phase error 0.02007 rad at zero offset 0.0 hartree
  at offset 2.0 hartree the error is 0.49474 rad
Gaussian displaced by 1 bohr, dt = 0.02 a.u., 200 steps:
  original zero 0.0000 hartree: infidelity 1.387e-05, law 1.391e-05
  mean zero -4.0001 hartree: infidelity 1.488e-07, law 1.490e-07
  best zero -3.2790 hartree: infidelity 5.153e-08, law 5.157e-08
driven well, force 0.2 sin(t) a.u., T = 10.0 a.u., dt = 0.02 a.u.:
  norm drift 2e-13, energy gain 0.45549 hartree, continuum law 0.45583 hartree
\end{verbatim}
